Slater Integrals and Gaunt Coefficients for the 2p–3d Coulomb Interaction

**1. The decision and the setting**

Anyone who sets up a multiplet calculation of a 2p → 3d absorption spectrum must decide which core-valence Coulomb integrals to compute, and which to scale if screening is to be imitated. Three 2p and five 3d orbitals give many matrix elements of the repulsion between a 2p and a 3d electron. In a free atom with one radial function per shell they all follow from four radial numbers, F⁰, F², G¹ and G³, and a table of angular coefficients.

Hartree atomic units are used. The orbitals are

φ_a(r) = [P_a(r)/r] Y_{l_a m_a}(θ,φ), (1)

times a spin function of projection σ_a. The radial function P is real, normalized by ∫P² dr = 1, and the same for all m and both spins of a shell. The spherical harmonics carry the Condon-Shortley phase, so that Y*_lm = (−1)^m Y_{l,−m}. We consider matrix elements with one 2p and one 3d electron both before and after the interaction. Repulsion within the 3d shell, needed when it holds several electrons, is a separate term with its own integrals.

**2. Separating angles from radii**

Let r< and r> be the smaller and larger of r₁ and r₂, and ω the angle between the two position vectors. The generating function of the Legendre polynomials, followed by the addition theorem for P_k(cos ω), gives

1/r₁₂ = Σ_k (r<^k / r>^{k+1}) P_k(cos ω)
 = Σ_k (r<^k / r>^{k+1}) [4π/(2k+1)] Σ_q Y*_kq(1) Y_kq(2). (2)

Each term is a product of a function of the angles of electron 1 and one of the angles of electron 2. The angular integrals that arise are collected in the Gaunt coefficient

c^k(lm, l′m′) = √[4π/(2k+1)] ∫ Y*_lm Y_{k,m−m′} Y_{l′m′} dΩ. (3)

The second index of the middle harmonic is fixed because the φ integral vanishes otherwise. With that choice the φ phases cancel and the coefficient is real. Exchanging its two arguments costs a sign. To see this, take the complex conjugate of the integral for c^k(l′m′, lm), which is real, and use Y*_{k,m′−m} = (−1)^{m−m′} Y_{k,m−m′}:

c^k(l′m′, lm) = (−1)^{m−m′} c^k(lm, l′m′). (4)

Now take the general element, in which electron 1 goes from c to a and electron 2 from d to b:

⟨ab|1/r₁₂|cd⟩ = ∫∫ φ_a*(1) φ_b*(2) (1/r₁₂) φ_c(1) φ_d(2). (5)

For given k and q, electron 2 contributes ∫Y_b* Y_kq Y_d dΩ. This requires q = m_b − m_d and equals √[(2k+1)/4π] c^k(b,d). Electron 1 contributes ∫Y_a* Y*_kq Y_c dΩ, the complex conjugate of ∫Y_c* Y_kq Y_a dΩ. This requires q = m_c − m_a and equals √[(2k+1)/4π] c^k(c,a). The two square roots cancel the factor 4π/(2k+1) in (2), leaving c^k(c,a) c^k(b,d).

Equating the two values of q gives m_a + m_b = m_c + m_d, the conservation of angular momentum about the z axis. Reversing the arguments of both coefficients by (4) produces the sign (−1)^q twice, hence no net sign. Therefore

⟨ab|1/r₁₂|cd⟩ = δ(σ_a,σ_c) δ(σ_b,σ_d) δ(m_a+m_b, m_c+m_d)
 × Σ_k c^k(a,c) c^k(d,b) R^k(ab,cd), (6)

R^k(ab,cd) = ∫∫ P_a(r₁) P_b(r₂) (r<^k / r>^{k+1}) P_c(r₁) P_d(r₂) dr₁ dr₂. (7)

The spin deltas appear because the interaction does not act on spin.

**3. Direct and exchange elements**

From here on m₁ and m₃ belong to 2p orbitals, m₂ and m₄ to 3d orbitals, and m₁ + m₂ = m₃ + m₄. In the direct element each electron stays in its shell. Setting a = p m₁, b = d m₂, c = p m₃, d = d m₄ in (6) gives the spatial part

D(12;34) = Σ_k c^k(1m₁,1m₃) c^k(2m₄,2m₂) F^k, (8)

F^k = ∫∫ P_p²(r₁) P_d²(r₂) (r<^k / r>^{k+1}) dr₁ dr₂. (9)

In the exchange element the final two orbitals of the ket are interchanged, c = d m₄ and d = p m₃:

X(12;34) = Σ_k c^k(1m₁,2m₄) c^k(1m₃,2m₂) G^k, (10)

G^k = ∫∫ P_p(r₁)P_d(r₁) (r<^k / r>^{k+1}) P_p(r₂)P_d(r₂) dr₁ dr₂. (11)

F^k is the interaction between the multipoles of two shell densities. G^k is the self-interaction of a transition density, so it needs the two radial functions to overlap in space. For antisymmetrized states the element is

⟨12‖34⟩ = δ(σ₁,σ₃) δ(σ₂,σ₄) D − δ(σ₁,σ₄) δ(σ₂,σ₃) X. (12)

**4. Why the sum stops**

Two properties of the integral in (3) limit k. Under inversion Y_lm is multiplied by (−1)^l. The integral over the sphere can survive only if the integrand is even, so

l + k + l′ must be even. (13)

Next, r^l Y_lm is a homogeneous polynomial of degree l in x, y, z. A product of harmonics of degrees l and l′ is thus a polynomial of degree l + l′ restricted to the sphere, and contains no harmonic of higher degree. Orthogonality then demands k ≤ l + l′. The same argument applied to the other two pairs demands l ≤ k + l′ and l′ ≤ k + l. Together,

|l − l′| ≤ k ≤ l + l′. (14)

Conditions (13) and (14) leave these values:

- p with p: k = 0, 2
- d with d: k = 0, 2, 4
- p with d: k = 1, 3

A direct term contains one p–p and one d–d coefficient, so k must occur in both of the first two lists. This leaves F⁰ and F². The 3d density does have a k = 4 multipole, but a 2p density has none for it to interact with. An exchange term contains two p–d coefficients, which leaves G¹ and G³.

**5. The coefficients**

When m = m′ the middle harmonic in (3) reduces to P_k(cos θ), so c²(lm,lm) is the mean of (3cos²θ − 1)/2 in the orbital. For the 2p orbital with m = ±1 the angular density is proportional to sin²θ, the mean of cos²θ is 1/5, and the coefficient is −1/5. For 3d with m = ±2 the density goes as sin⁴θ, the mean of cos²θ is 1/7, and the coefficient is −2/7.

As a p–d example take m = 1, m′ = 2, and write x = cos θ. The harmonics are Y₁₁ = −√(3/8π) sin θ e^{iφ} and Y₂₂ = √(15/32π) sin²θ e^{2iφ}. The middle factor for k = 1 is √(4π/3) Y_{1,−1} = sin θ e^{−iφ}/√2. The φ integral gives 2π, and ∫(1−x²)² dx = 16/15 over −1 < x < 1, so

c¹(11,22) = −[√45/(16π)] (2π) (1/√2) (16/15) = −√(6/15). (15)

For k = 3 the middle factor is (√3/4) sin θ (5x²−1) e^{−iφ}, and ∫(1−x²)²(5x²−1) dx = −32/105. Hence

c³(11,22) = −[√45/(16π)] (2π) (√3/4) (−32/105) = +√(3/245). (16)

The other entries are polynomial integrals of the same kind, evaluated here by Gauss-Legendre quadrature. The lists give sign(c)·c² times the stated denominator, with m′ running from l′ down to −l′.

k = 2, p–p, denominator 25:
m = 1: −1, 3, −6
m = 0: −3, 4, −3

k = 2, d–d, denominator 49:
m = 2: −4, 6, −4, 0, 0
m = 1: −6, 1, 1, −6, 0
m = 0: −4, −1, 4, −1, −4

k = 1, p–d, denominator 15:
m = 1: −6, 3, −1, 0, 0
m = 0: 0, −3, 4, −3, 0

k = 3, p–d, denominator 245:
m = 1: 3, −9, 18, −30, 45
m = 0: 15, −24, 27, −24, 15

Rows with negative m follow from c^k(l −m, l′ −m′) = c^k(lm, l′m′). Indeed, reversing all three indices conjugates the integrand and gives a sign whose exponent, m + (m−m′) + m′ = 2m, is even. For k = 0, c⁰(lm,lm′) = δ(m,m′) by orthonormality.

For the pair p(m=1), d(m=2), equations (8) and (10) now give

D = F⁰ + (−1/5)(−2/7) F² = F⁰ + (2/35) F², (17)

X = (2/5) G¹ + (3/245) G³. (18)

**6. Are all four integrals independent?**

The answer depends on which spin arrangements are included. Consider an interaction that acts only when the electrons lie in the same direction. Completeness of the spherical harmonics gives

Σ_k (2k+1) P_k(cos ω) = 4π δ(Ω₁ − Ω₂). (19)

Its angular matrix elements are obtained by putting 2k+1 in place of F^k in (8) and of G^k in (10). With both electrons at the same angles, interchanging the two ket orbitals changes nothing, so the direct and exchange results agree. If T(F^k) and T(G^k) denote the angular coefficients multiplying the four integrals, then for every choice of m values

T(F⁰) + 5 T(F²) = 3 T(G¹) + 7 T(G³). (20)

When all spins are equal, (12) contains D − X. It is unchanged if F⁰, F², G¹, G³ are increased by y, 5y, 3y, 7y, for any y. Equal-spin elements therefore determine at most three combinations. They do determine three: for m₁ = m₃ = 1 and m₂ = m₄ = 2, 1, 0 the coefficients of F⁰, F², G¹ are (1, 2/35, −6/15), (1, −1/35, −3/15) and (1, −2/35, −1/15), which are linearly independent.

Elements with opposite spins remove the ambiguity, because there D and X occur separately. The pairs m = (1,2) and (1,1) give F⁰ + (2/35)F² and F⁰ − (1/35)F² from D, which fix F⁰ and F². The same pairs give (6/15)G¹ + (3/245)G³ and (3/15)G¹ + (9/245)G³ from X, which fix G¹ and G³. The full interaction thus needs all four.

**7. One core hole and one 3d electron**

Let |C⟩ be the closed 2p⁶ shell, and let p_i and d†_a remove a 2p electron and add a 3d electron. The states d†_a p_i|C⟩ span the 6 × 10 = 60 states of 2p⁵3d¹. The core-valence interaction is

V = Σ ⟨12‖34⟩ p†₁ d†₂ d₄ p₃. (21)

Moving p₃ past two d operators costs no sign, and p†₁p₃ = δ₁₃ − p₃p†₁. The δ₁₃ part is the field of the full shell acting on the 3d electron. In the rest, p†₁ acting on p_j|C⟩ must refill the hole j, so 1 = j, and p₃ creates the new hole i. The result is

⟨ai|V|bj⟩ = U δ_ab δ_ij − ⟨j a‖i b⟩. (22)

By (12), the last term equals −D + X. The hole turns the direct repulsion into an attraction, and reverses the sign of exchange.

The full shell is spherical, so U does not depend on the 3d orbital. Its direct part is 6F⁰, since the c²(1m,1m), namely −1/5, 2/5, −1/5, add to zero. Exchange comes from the three 2p electrons of equal spin. Summing squared coefficients in the column m′ = 2 gives 6/15 = 2/5 for k = 1 and (3+15+45)/245 = 9/35 for k = 3. The k = 0 part of −D subtracts one F⁰. All terms therefore share the energy

E₀ = 5F⁰ − (2/5)G¹ − (9/35)G³. (23)

*The F² shifts.* The remaining direct part is diagonal in L and independent of spin, and M = m_a − m_i. Its trace over the states of given M is the sum of the shifts of all terms with L ≥ M. Each state contributes −c²(1m_i,1m_i) c²(2m_a,2m_a) F². The diagonal coefficients are −1/5, 2/5, −1/5 for p and −2/7, 1/7, 2/7, 1/7, −2/7 for d. In units of F²/35, with states labelled (m_a, m_i):

- M = 3: (2,−1) gives −2.
- M = 2: (2,0) gives 4 and (1,−1) gives 1, total 5.
- M = 1: (2,1) gives −2, (1,0) gives −2, (0,−1) gives 2, total −2.

Successive differences yield F: −2, D: 5 − (−2) = 7, P: −2 − 5 = −7. The shifts are −(2/35)F², +(1/5)F² and −(1/5)F².

*The exchange shifts.* From (10), the X term in (22) is

X = δ(σ_a,σ_i) δ(σ_b,σ_j) Σ_k G^k c^k(1m_i,2m_a) c^k(1m_j,2m_b). (24)

It is a product of a factor for the final state and one for the initial state. In spin space it acts on the sum over σ of d†_{aσ}p_{iσ}, which is unchanged by spin rotations and is the singlet. Normalizing this two-component sum gives a factor 2; the three triplet combinations get zero. In orbital space, (4) shows that c^k(1m_i,2m_a) is, up to the common sign (−1)^M, the amplitude with which Y_kM carries p_i into d_a. Acting on a spherical closed shell, Y_kM creates a state with L = k. Hence G¹ shifts ¹P, G³ shifts ¹F, and ¹D receives no shift beyond that of ³D.

The size of each shift is 2G^k times the sum of squared coefficients at fixed M. For M = 0 these sums are (3+4+3)/15 = 2/3 and (9+27+9)/245 = 9/49. The term energies are

E(³P) = E₀ − (1/5)F², E(¹P) = E(³P) + (4/3)G¹,
E(³D) = E(¹D) = E₀ + (1/5)F²,
E(³F) = E₀ − (2/35)F², E(¹F) = E(³F) + (18/49)G³. (25)

The electric dipole operator is r times a k = 1 harmonic. Its 2p → 3d part has one radial factor common to all m, so acting on |C⟩ it creates precisely the ¹P state. Without spin-orbit coupling, this is the one term of 2p⁵3d¹ reached from the closed-shell ground state by dipole absorption, and G¹ moves it upward. Spin-orbit coupling of the 2p hole mixes the terms and shares the intensity among states of total J = 1.

**8. A numerical model**

Take P_p ∝ r² exp(−ζ_p r) and P_d ∝ r³ exp(−ζ_d r), with ζ_p = 9 and ζ_d = 3 bohr⁻¹. These are round model parameters for a compact core orbital and a more extended valence orbital; their mean radii are 5/(2ζ_p) = 0.278 and 7/(2ζ_d) = 1.167 bohr. The squared normalization constants are (2ζ_p)⁵/4! and (2ζ_d)⁷/6!.

Set r> = r and r< = rt, with 0 < t < 1. Then dr< = r dt and r<^k/r>^{k+1} = t^k/r, so the factors of r cancel. The radial integral is ∫r¹⁰ e^{−βr} dr = 10!/β¹¹. Adding the regions in which the 3d or the 2p coordinate is the smaller gives

F^k = A ∫₀¹ t^k [t⁶/(2ζ_p+2ζ_d t)¹¹ + t⁴/(2ζ_d+2ζ_p t)¹¹] dt, (26)

G^k = 2A ∫₀¹ t^{k+5} / [(ζ_p+ζ_d)(1+t)]¹¹ dt, (27)

A = 10! (2ζ_p)⁵ (2ζ_d)⁷ / (4! 6!). (28)

Numerical quadrature yields, in Hartree,

F⁰ = 0.99605, F² = 0.14049, G¹ = 0.06118, G³ = 0.03569.

The size of F⁰ can be understood directly. Since 1/r> ≤ 1/r_d, F⁰ cannot exceed the mean of 1/r in the 3d orbital, which is ζ_d/3 = 1 Hartree here. The value would be reached if the 2p charge sat at the nucleus; the small deficit measures how far the 3d electron penetrates the 2p shell.

Equations (17) and (18) give D = 0.99605 + 0.00803 = 1.00408 and X = 0.02447 + 0.00044 = 0.02491 Hartree.

For the term energies, measure from the mean over all 60 states. The F² shifts average to zero, since 12(−1/5) + 20(1/5) + 28(−2/35) = 0. The singlet exchange shifts add 3(4/3)G¹/60 = G¹/15 and 7(18/49)G³/60 = 3G³/70 to E₀. Thus

E_mean = 5F⁰ − G¹/3 − 3G³/14 = 4.9522 Hartree, (29)

E₀ − E_mean = −G¹/15 − 3G³/70 = −0.0056 Hartree. (30)

The F² shifts are −0.0281 for P, +0.0281 for D and −0.0080 for F. Exchange adds (4/3)G¹ = 0.0816 to ¹P and (18/49)G³ = 0.0131 to ¹F. Relative to the mean:

- ³P: −0.0056 − 0.0281 = −0.0337 Hartree (−0.92 eV)
- ³D and ¹D: −0.0056 + 0.0281 = 0.0225 Hartree (0.61 eV)
- ³F: −0.0056 − 0.0080 = −0.0136 Hartree (−0.37 eV)
- ¹P: −0.0337 + 0.0816 = 0.0479 Hartree (1.30 eV)
- ¹F: −0.0136 + 0.0131 = −0.0005 Hartree (−0.01 eV)

With G¹ and G³ set to zero, ¹P would be degenerate with ³P at the bottom of the multiplet. In this model exchange places it (4/3)G¹ = 2.22 eV above ³P and makes it the highest term. F⁰, by far the largest integral, moves all six terms together and has no effect on their spacings.

**9. Where four numbers no longer suffice**

The restriction on k rests on the angular form of the orbitals, and the count of four rests also on one radial function per shell. If P differs between the spin-orbit partners of a shell, or between spins, each allowed k brings several radial integrals. In a solid or molecule, 3d orbitals of different symmetry may acquire different radial shapes, with the same consequence. If they also mix with ligand orbitals, their angular form about the metal nucleus is no longer purely l = 2. The direct sum still contains only k = 0 and 2 as long as the 2p orbital keeps its l = 1 form, because every direct term carries a p–p factor. The exchange sum pairs the 2p orbital with each angular component of the mixed orbital, and is no longer confined to k = 1 and 3.

One way to imitate screening by configurations left out of the calculation is to reduce the Slater integrals by hand. Equations (25) show what such a reduction does at this level: scaling F² changes the spacings of the triplets, scaling G¹ moves the bright ¹P term relative to ³P, and scaling G³ moves ¹F relative to ³F. A change of G¹ or G³ also shifts the common energy E₀, through the exchange field of the closed shell.
